# Two Derivations of the Brooks-Herring Rate, with an Oxide Film Example

Anyone who computes the mobility of a heavily doped oxide film must decide whether scattering by ionized donors accounts for the resistance, or whether other mechanisms have to be added. The decision rests on the momentum relaxation rate of an electron among screened charges. For wavevector $k$, band mass $m$ and $n_i$ centres of charge $Z$ per volume, it is

$$\frac1\tau=\frac{2\pi n_i mZ^2}{\kappa^2k^3}F(b),\qquad F(b)=\ln(1+b)-\frac{b}{1+b},\qquad b=4k^2L^2 .\tag{1}$$

Here $L$ is the screening length and $\kappa$ the static dielectric constant of the lattice without free carriers. The algebra uses atomic units, $\hbar=e=m_e=1$. Equation (1) is the Brooks-Herring rate. It is proportional to $F$ at fixed $k$; when the energy varies, the factor $k^{-3}$ varies too.

## The model

The band is isotropic and parabolic, $E=k^2/2m$. The centres are fixed, so scattering is elastic, and their positions are independent.

Let $\phi$ be the electrostatic potential around one donor. An electron has potential energy $-\phi$, so where $\phi$ is small and slowly varying the electron density rises by $(dn/d\mu)\phi$. Poisson's equation becomes

$$\nabla^2\phi=\frac{4\pi}{\kappa}\frac{dn}{d\mu}\phi-\frac{4\pi Z}{\kappa}\delta(\mathbf r).$$

Its decaying solution is $\phi=Ze^{-r/L}/(\kappa r)$ with $L^{-2}=(4\pi/\kappa)\,dn/d\mu$. The potential energy is therefore

$$V(r)=-\frac{Z}{\kappa r}e^{-r/L}.\tag{2}$$

In a degenerate gas $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2m$. Then $dn/d\mu=(k_F^2/\pi^2)/(k_F/m)=mk_F/\pi^2$, and

$$L^{-2}=\frac{4mk_F}{\pi\kappa}=\frac{4k_F}{\pi a^*},\qquad a^*=\frac{\kappa}{m}.\tag{3}$$

The length $a^*$ is the effective Bohr radius.

## First derivation: transitions between plane waves

**Transition rate.** Normalize plane waves in a volume $\Omega$ holding $N=n_i\Omega$ centres at $\mathbf R_j$. With $\mathbf q=\mathbf k'-\mathbf k$, the matrix element of the whole potential is $\Omega^{-1}V(q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. In its squared modulus the terms with different centres average to zero for $\mathbf q\ne0$, because the positions are independent, and $N$ equal terms remain. The golden rule gives

$$W_{\mathbf k\mathbf k'}=\frac{2\pi n_i}{\Omega}|V(q)|^2\delta(E'-E).$$

The angular part of the Fourier integral of (2) yields $4\pi\sin(qr)/(qr)$, so

$$V(q)=-\frac{4\pi Z}{\kappa q}\int_0^\infty e^{-r/L}\sin(qr)\,dr=-\frac{4\pi Z}{\kappa(q^2+L^{-2})}.\tag{4}$$

**Why the weight is $1-\cos\theta$.** The occupation $f$ changes by collisions at the rate

$$\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}[f'(1-f)-f(1-f')]=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(f'-f).$$

The Pauli factors cancel because $W$ is symmetric. A weak uniform field produces $f=f_0(E)+g(E)\cos\alpha$, where $\alpha$ is the angle between $\mathbf k$ and the field. The part $f_0$ drops out, since $E'=E$. Let $\theta$ be the scattering angle. Averaging $\cos\alpha'$ over the azimuth around $\mathbf k$ gives $\cos\alpha\cos\theta$. The collision term is thus $-g\cos\alpha/\tau$, with

$$\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\theta).$$

Replace the sum by $\Omega\int d^3k'/(2\pi)^3$ and use $k'^2dk'=mk'\,dE'$. The azimuth supplies $2\pi$. Writing $c=\cos\theta$,

$$\frac1\tau=\frac{mk}{2\pi}\,n_i\int_{-1}^{1}|V(q)|^2(1-c)\,dc.\tag{5}$$

**The integral.** On the energy shell $q^2=2k^2(1-c)$. Set $u=(1-c)/2$, so that $q^2=4k^2u$ and $q^2+L^{-2}=L^{-2}(1+bu)$. The weight and the measure together give $(1-c)\,dc\to4u\,du$ on $0<u<1$. Equation (5) becomes

$$\frac1\tau=\frac{mkn_i}{2\pi}\,\frac{16\pi^2Z^2L^4}{\kappa^2}\;4\int_0^1\frac{u\,du}{(1+bu)^2}.$$

With $t=1+bu$, hence $u=(t-1)/b$ and $du=dt/b$,

$$\int_0^1\frac{u\,du}{(1+bu)^2}=\frac1{b^2}\int_1^{1+b}\left(\frac1t-\frac1{t^2}\right)dt=\frac1{b^2}\left[\ln(1+b)+\frac1{1+b}-1\right]=\frac{F(b)}{b^2}.$$

The prefactor is $32\pi n_imkZ^2L^4/\kappa^2$. Dividing it by $b^2=16k^4L^4$ gives (1).

Without the weight $1-c$, the angular integral is $\int_0^12\,du/(1+bu)^2=2/(1+b)$ instead of $4F/b^2$. The total scattering rate is therefore larger than $1/\tau$ by the factor $b^2/[2(1+b)F]$. Small-angle events count fully in the total rate but remove little momentum.

## Second derivation: phase shifts of one centre

**Momentum loss.** Consider a beam with speed $v=k/m$. Each deflection through $\theta$ removes the fraction $1-\cos\theta$ of the forward momentum, and independent centres act one after another. Hence

$$\frac1\tau=n_iv\sigma_m,\qquad \sigma_m=2\pi\int_{-1}^{1}|f(c)|^2(1-c)\,dc,$$

where $f(c)$ now denotes the scattering amplitude.

**Partial waves.** For a central potential $f=k^{-1}\sum_l(2l+1)a_lP_l(c)$, with $a_l=e^{i\delta_l}\sin\delta_l$. Two properties of the Legendre polynomials are needed: $\int P_l^2dc=2/(2l+1)$ and $(2l+1)cP_l=(l+1)P_{l+1}+lP_{l-1}$. They give

$$\int|f|^2dc=\frac2{k^2}\sum_l(2l+1)|a_l|^2,\qquad \int c|f|^2dc=\frac4{k^2}\sum_l(l+1)\,\mathrm{Re}(a_la_{l+1}^*).$$

Since $2l+1=(l+1)+l$, the first sum equals $\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)$. Subtraction completes a square:

$$\sigma_m=\frac{4\pi}{k^2}\sum_l(l+1)|a_l-a_{l+1}|^2=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}).\tag{6}$$

The last step uses $a_l=(e^{2i\delta_l}-1)/2i$. Equation (6) does not assume a weak potential.

**Phase shifts to first order.** Let $u_l$ solve the radial equation with $V$, and let $w_l=kr\,j_l(kr)$ solve it without $V$. Multiplying each equation by the other solution and subtracting gives $(w_lu_l'-u_lw_l')'=2mVu_lw_l$. At large $r$ the bracket tends to $-k\sin\delta_l$ when $u_l\to\sin(kr-l\pi/2+\delta_l)$, and it vanishes at $r=0$. For small $\delta_l$, replace $u_l$ by $w_l$:

$$\delta_l\simeq-2mk\int_0^\infty V(r)\,j_l^2(kr)\,r^2dr.\tag{7}$$

The expansion of a plane wave is $e^{i\mathbf k\cdot\mathbf r}=\sum_l(2l+1)i^lj_l(kr)P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})$. Averaging $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$ over the directions of $\mathbf r$ gives

$$\frac{\sin qr}{qr}=\sum_l(2l+1)j_l^2(kr)P_l(c),\qquad\text{so}\qquad j_l^2(kr)=\frac12\int_{-1}^1P_l(c)\frac{\sin qr}{qr}\,dc.$$

Insert this and (2) into (7). The radial integral is $1/(q^2+L^{-2})=1/[2k^2(z-c)]$, with $z=1+2/b$. Therefore

$$\delta_l=\eta\,Q_l(z),\qquad \eta=\frac{mZ}{\kappa k},\qquad Q_l(z)=\frac12\int_{-1}^1\frac{P_l(c)}{z-c}\,dc.\tag{8}$$

**Summing the waves.** To second order in $\eta$, (6) requires $S=\sum_l(l+1)(Q_l-Q_{l+1})^2$. Define $A=\sum_l(2l+1)Q_l^2$ and $B=\sum_l(l+1)Q_lQ_{l+1}$. Regrouping the squares as before gives $S=A-2B$.

By (8), $1/(z-c)=\sum_l(2l+1)Q_lP_l(c)$. Squaring and integrating over $c$ gives $2A=\int dc/(z-c)^2=2/(z^2-1)$, so $A=1/(z^2-1)$.

For $B$, write $z=(z-c)+c$ inside the integral for $(2l+1)zQ_l$. The first part contributes only for $l=0$, and the recurrence for $cP_l$ handles the second:

$$(2l+1)zQ_l=\delta_{l0}+(l+1)Q_{l+1}+lQ_{l-1},$$

where $\delta_{l0}$ is the Kronecker symbol. Multiplication by $Q_l$ and summation give $zA=Q_0+2B$. Hence

$$S=Q_0-(z-1)A=Q_0-\frac1{z+1}=\frac12\ln\frac{z+1}{z-1}-\frac1{z+1}.$$

With $z=1+2/b$ one has $(z+1)/(z-1)=1+b$ and $1/(z+1)=b/[2(1+b)]$, so $S=F(b)/2$. Then $\sigma_m=2\pi\eta^2F/k^2$, and multiplication by $n_ik/m$ reproduces (1).

## Limits in both pictures

For small $b$, use $\ln(1+b)=b-b^2/2+b^3/3-\dots$ and $b/(1+b)=b-b^2+b^3-\dots$. Then $F=b^2/2-2b^3/3+\dots$, and

$$\frac1\tau\to\frac{16\pi n_imZ^2L^4}{\kappa^2}\,k .$$

The wavelength is long compared with $L$ and scattering is isotropic. In the second picture only the s wave remains, with $\delta_0\simeq\eta b/2=2kL^2Z/a^*$. Its scattering length has magnitude $2ZL^2/a^*$, which must be small compared with $L$ for the first-order treatment to hold. At low $k$ the condition is thus $2ZL/a^*\ll1$; lowering $k$ further does not help.

For large $b$, $F\to\ln b-1$. All angles from about $b^{-1/2}$ up to order one contribute to the logarithm. Without screening, $L\to\infty$ and the rate diverges logarithmically. The largest first-order phase is $\delta_0=\tfrac12\eta\ln(1+b)$. At low $k$ this phase vanishes whatever the error, and the condition $2ZL/a^*\ll1$ decides. At large $b$, a small $\delta_0$ makes the first-order treatment safe. For the rate this is more than is needed: (6) contains only differences of successive phases, which at large $b$ are about $\eta/(l+1)$ for the low waves. A small $\eta$ can therefore keep the Born rate accurate even when the logarithm makes $\delta_0$ itself large.

At fixed $L$ the rate varies as $F/b^{3/2}$. Since $F'=b/(1+b)^2$, its maximum satisfies $b^2/(1+b)^2=\tfrac32F$. The difference of the two sides has derivative $b(1-3b)/[2(1+b)^3]$, so it rises from zero, then falls, and changes sign once. At $b=0.5$ the sides are 0.111 and 0.108; at $b=0.6$ they are 0.141 and 0.143. The maximum lies between.

## A degenerate oxide film

Take rough parameters for amorphous In-Ga-Zn oxide: $m=0.34$, $\kappa=10$, $n=10^{20}\ \mathrm{cm^{-3}}$, and one singly charged donor per electron. The Fermi wavevector is $1.436\ \mathrm{nm^{-1}}$ and the Fermi energy 0.231 eV, nine times $kT$ at 300 K. The screening length from (3) is 0.923 nm. Then

$$b=4(1.436\times0.9226)^2=7.02,\qquad F=2.082-0.875=1.207 .$$

For $n_i=n=k_F^3/3\pi^2$ and $Z=1$, the product of $k_F$ and the mean free path $\ell=k_F\tau/m$ follows from (1):

$$k_F\ell=\frac{k_F^2\tau}{m}=\frac{3\pi}{2\eta^2F}=\frac{4.712}{0.4474^2\times1.207}=19.5 .$$

So $\ell=19.5/1.436=13.6$ nm. Since $k_F\ell=2E_F\tau/\hbar$, and $\hbar=0.658$ eV fs, $\tau=19.5\times0.658/(2\times0.2311)=27.8$ fs, a rate of $36\ \mathrm{ps^{-1}}$. The mobility $e\tau/m$ is $144\ \mathrm{cm^2/Vs}$. The total scattering rate is 2.5 times the momentum rate.

With $L$ held fixed, doubling $k$ from $k_F$ divides the rate by eight through $k^{-3}$ but multiplies $F$ by $2.405/1.207$; the rate falls to $9.0\ \mathrm{ps^{-1}}$. At $k_F/4$, where $b=0.44$, it is $112\ \mathrm{ps^{-1}}$. That point lies just below the maximum, and there the low-$k$ condition fails, because $2L/a^*=1.19$. The number shows the behaviour of the formula and is not a reliable rate.

## What each derivation assumes

Both derivations assume a parabolic band, static linear screening, elastic collisions and uncorrelated centres, and both are of first order in the potential. They differ in what they need beyond that, and in how they can be extended.

The first needs just the power spectrum of the potential on the energy shell. It does not require separate, spherical centres: replacing $n_i|V(q)|^2$ in (5) by another isotropic spectrum treats correlated centres or structural disorder. It also shows how Pauli exclusion drops out. Within it, however, the rate depends on $V^2$, so donors and acceptors whose charges are equal in size and opposite in sign scatter equally.

The second needs isolated, central potentials. In return, (6) remains valid when the phases are large, so the Born error can be measured by solving the radial equation. At a coupling $\eta=0.005$ and the film's value of $k_FL$, the cross-section averaged over both signs of the centre is 1.000002 times the Born value. At the film's own coupling, $\eta=0.447$, the first-order s-wave phase is $\tfrac12\times0.447\times2.082=0.47$ rad, which is not small. The full partial-wave rate is 1.31 times the Born rate for attractive centres and 0.70 times for repulsive ones. The two deviations nearly cancel in the mean, so here the error is mainly odd in the sign of the charge. For donors the mobility drops from 144 to $110\ \mathrm{cm^2/Vs}$. This keeps the linear screening length. With the full phases the screening charge then exceeds the donor charge by about 8%; shortening $L$ by 4% restores neutrality and gives about $115\ \mathrm{cm^2/Vs}$.

If each centre is instead a doubly charged donor at half the density, with $L$ unchanged, $n_iZ^2$ doubles. The Born mobility halves to $72\ \mathrm{cm^2/Vs}$, and the partial-wave value is $54\ \mathrm{cm^2/Vs}$, or about $57\ \mathrm{cm^2/Vs}$ if $L$ is shortened by 7% to keep each screened centre neutral. With either length the potential binds an electron, whereas the singly charged one does not. The assumption that every such donor stays doubly ionized then needs a separate examination.

## Corrections shared by both derivations

**Screening at finite $q$.** A constant $L$ overstates the response at short wavelengths. First-order perturbation theory for a degenerate gas replaces $L^{-2}$ by $L^{-2}G(q/2k_F)$, with

$$G(x)=\frac1{2x}\int_0^1t\ln\left|\frac{x+t}{x-t}\right|dt=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$

This raises the Born rate by 8%, and the partial-wave rate for donors by about 10%.

**Temperature.** At 300 K the relaxation time is averaged with weight $E^{3/2}(-\partial f_0/\partial E)$, using the chemical potential and $L$ of that temperature. The Born mobility becomes $149\ \mathrm{cm^2/Vs}$, 4% above the degenerate value. The Hall factor $\langle\tau^2\rangle/\langle\tau\rangle^2$ is 1.03, so Hall and drift mobility differ little in this model.

**Band shape.** Suppose $E(1+E/E_g)=k^2/2m$ with a rough gap of 3 eV. The mass $k/(dE/dk)$ is then $m(1+2E/E_g)$, about 14% larger at the Fermi level. At fixed $k_F$ the mobility varies as $1/(m^2F)$, and $b\propto L^2\propto1/m$. Near $b=7$, $F$ varies as $b^{0.63}$, so the larger mass alone lowers the mobility by roughly a sixth. In a two-band model with this dispersion, the orbital character of the states also changes with $\mathbf k$. The reduced overlap between initial and final states weakens the scattering, and the net fall is only 6 to 7%.

**Polar phonons.** Take a phonon energy of 0.05 eV and a high-frequency dielectric constant of 4, both rough. A quasi-elastic estimate, which neglects the energy change in the scattering angle, gives 1.08 times the Brooks-Herring rate without electronic screening. Static screening replaces the coupling $1/\kappa_\infty-1/\kappa$ by $1/(\kappa_\infty+\chi)-1/(\kappa+\chi)$, with $\chi=\kappa/(qL)^2$; at an unshifted phonon energy this gives 0.44 times. The figure depends on how the screening is treated: letting the phonon energy soften with $q$ gives 0.47, and multiplying the bare coupling by $[\kappa_\infty/(\kappa_\infty+\chi)]^2$ gives 0.34. Phonons are therefore not negligible at room temperature.

**Structural disorder.** Let the potential take an independent random value of rms size $U$ in each cation cell of volume $v_0$. For wavelengths long compared with the cell its spectrum is $U^2v_0$, and (5) gives the rate $mkU^2v_0/\pi$. For a chosen $U=1$ eV and a rough $v_0=0.035\ \mathrm{nm^3}$, this is 3.0 times the Brooks-Herring rate; the finite size of the cell, neglected here, would lower it by about 5%. Here $U$ describes the potential that remains after electronic screening; a bare potential of the same size, screened with the same $L$, would give only 2.0 times. Adding the screened phonons, the Born mobility becomes $144/(1+0.44+3.01)=32\ \mathrm{cm^2/Vs}$.

## The model beside a real film

Measured Hall mobilities of such films are roughly $15\ \mathrm{cm^2/Vs}$, about a tenth of the Brooks-Herring value. The density chosen here belongs to a strongly conducting film; at much lower densities degeneracy can no longer be taken for granted. Real films break the assumption of a perfect band with isolated donors. The donor spacing is 2.15 nm, only 2.3 screening lengths, and the cation disorder is not small. If the random-cell potential supplied all the scattering still missing after the Born donor rate and the screened phonon rate are counted, its rms size would have to be 1.6 eV after electronic screening, or about 2.0 eV before it. These sizes come from a first-order rate. For a single spherical cell at $\pm1.6$ eV, the s-wave scattering averaged over the sign is already about 17% stronger than first order, so a smaller size could suffice. Either way it is a fitted strength, not evidence for the mechanism. At $15\ \mathrm{cm^2/Vs}$, $k_F\ell$ is about 2, where independent weak collisions are themselves doubtful.

For these parameters the practical decision is clear: ionized donors belong in the mobility calculation, but the calculation cannot stop with them. The value of $144\ \mathrm{cm^2/Vs}$ is the Born estimate for donor scattering alone, and the partial-wave correction lowers it to 110, or to about 115 if the screening length is adjusted to keep each donor neutral. The numerical output lists the inputs and the main results.

## Table of computed values

```
band mass (rough input): 0.34 m_e
static dielectric constant (rough input): 10
electron density = donor density (input): 1e+20 cm^-3
temperature (input): 300 K
Fermi wavevector: 1.436 nm^-1
Fermi energy: 0.2311 eV
thermal energy kT: 0.02585 eV
screening length L: 0.9226 nm
b at Fermi level: 7.021
ln(1+b): 2.082
b/(1+b): 0.8753
bracket F(b): 1.207
Brooks-Herring rate: 36 ps^-1
relaxation time: 27.78 fs
Brooks-Herring mobility: 143.7 cm2/Vs
mean free path: 13.58 nm
k_F times mean free path: 19.5
total rate / momentum rate: 2.546
fixed L, k/k_F=0.25: b=0.4388, F=0.05884, rate=112.3 ps^-1
fixed L, k/k_F=0.5: b=1.755, F=0.3765, rate=89.83 ps^-1
fixed L, k/k_F=1.0: b=7.021, F=1.207, rate=36 ps^-1
fixed L, k/k_F=2.0: b=28.08, F=2.405, rate=8.966 ps^-1
fixed L, k/k_F=4.0: b=112.3, F=3.739, rate=1.743 ps^-1
weak-coupling test, exact/Born: 1.000002
Born parameter mZ/(kappa k_F): 0.4474
L / effective Bohr radius: 0.5928
exact/Born rate, attractive Z=1: 1.305
exact/Born rate, repulsive Z=1: 0.7035
mobility, exact attractive Z=1: 110.1 cm2/Vs
bound state: Z=1 False ; Z=2 True
mobility, Born Z=2, half density: 71.86 cm2/Vs
mobility, exact Z=2, half density: 53.7 cm2/Vs
Lindhard/constant-L rate: 1.08
chemical potential at 300 K: 0.2286 eV
screening length at 300 K: 0.9277 nm
Born mobility at 300 K: 149.3 cm2/Vs
Hall factor at 300 K: 1.028
centre spacing n_i^(-1/3): 2.154 nm
gap (rough input): 3 eV
Fermi energy / gap: 0.07702
phonon energy (rough input): 0.05 eV
high-frequency dielectric constant (rough input): 4
phonon thermal factor: 0.7641
unscreened phonon rate / BH rate: 1.082
screened phonon rate / BH rate: 0.4374
disorder rms per cell (chosen input): 1 eV
cation cell volume (rough input): 0.035 nm^3
disorder rate / BH rate: 3.013
mobility, BH + screened phonon + disorder: 32.29 cm2/Vs
k_F times mean free path, all three: 4.383
rough measured Hall mobility (input): 15 cm2/Vs
disorder rms needed for that mobility: 1.644 eV
k_F times mean free path at that mobility: 2.036
```
